# Why a Zero-Resistance Line Still Dissipates Microwaves

When the attenuation of a superconducting interconnect is calculated, a decision comes first: may the series resistance be set to zero, leaving an inductance and a capacitance? For direct current it may. At microwave frequencies the answer depends on the surface resistance, which for a thick superconductor at low frequency is

$$R_s=\tfrac12\,\mu_0^2\omega^2\lambda^3\sigma_1 .\qquad (1)$$

Here $\lambda$ is the penetration depth and $\sigma_1$ the dissipative part of the conductivity. These notes build (1) from its separate contributions and then weigh them for a niobium-like line at 4.2 K and 10 GHz.

## Contribution 1: the inertia of the supercurrent

Assume a local, linear response: the current density at a point depends on the electric field at that point. The superfluid has carrier density $n_s$, charge $q$ and mass $m$, and does not scatter. Newton's law $m\,\dot v=qE$ and $J_s=n_sqv$ give

$$\frac{dJ_s}{dt}=\frac{n_sq^2}{m}E\equiv\frac{E}{\mu_0\lambda^2},\qquad E=\mu_0\lambda^2\frac{dJ_s}{dt}.\qquad (2)$$

A steady supercurrent needs no field, but a changing one does.

The power delivered to the superfluid per volume is

$$J_sE=\mu_0\lambda^2J_s\frac{dJ_s}{dt}=\frac{d}{dt}\left(\tfrac12\mu_0\lambda^2J_s^2\right).$$

This is the rate of change of a stored kinetic energy. Over a full cycle it averages to zero, so the superfluid alone produces no heat.

## Contribution 2: the normal carriers in the same field

At any temperature above zero some carriers are thermally excited. They scatter with relaxation time $\tau$, and for $\omega\tau\ll1$ they obey $J_n=\sigma_1E$. They share the metal with the superfluid and feel the same $E$.

**Direct current.** Switch on a constant total current density $J_0=J_s+J_n$ at $t=0$, with $J_s(0)=0$. Equation (2) gives

$$J_0=J_s+\mu_0\lambda^2\sigma_1\frac{dJ_s}{dt},\qquad J_s=J_0\left(1-e^{-t/t_0}\right),\qquad t_0=\mu_0\lambda^2\sigma_1 .$$

The field is $E=(J_0-J_s)/\sigma_1=(J_0/\sigma_1)e^{-t/t_0}$, which dies out. The total heat per volume is finite:

$$\int_0^\infty\sigma_1E^2\,dt=\frac{J_0^2}{\sigma_1}\,\frac{t_0}{2}=\tfrac12\mu_0\lambda^2J_0^2 .$$

It equals the kinetic energy stored in the superfluid and does not depend on $\sigma_1$. Afterwards the superfluid carries everything and the heating stops.

**Alternating current.** Let fields vary as $e^{+i\omega t}$. Equation (2) becomes $J_s=E/(i\omega\mu_0\lambda^2)=-i\sigma_2E$, so

$$\sigma=\sigma_1-i\sigma_2,\qquad \sigma_2=\frac{1}{\mu_0\omega\lambda^2},\qquad s\equiv\frac{\sigma_1}{\sigma_2}=\mu_0\omega\lambda^2\sigma_1 .$$

For an imposed current density of amplitude $J_0$, $|E|=J_0/|\sigma|$, and the mean heat per volume is

$$\tfrac12\sigma_1|E|^2=\frac{\sigma_1J_0^2}{2(\sigma_1^2+\sigma_2^2)}=\frac{J_0^2}{2\sigma_2}\,\frac{s}{1+s^2}.\qquad (3)$$

For $s\ll1$ the superfluid fixes the field, and the heat grows in proportion to $\sigma_1$. For $s\gg1$ the normal fluid carries most of the current, and the heat falls as $1/\sigma_1$, as in an ordinary metal. Integrating the two channels in time at $s=0.05$ gave a mean heat of 0.024938 in units of $J_0^2/\sigma_2$. Equation (3) gives $0.025/1.0025=0.024938$.

## Contribution 3: the depth that is heated

Let the superconductor fill $z>0$, with $E$ along $x$ and $H$ along $y$. Neglecting displacement current, Maxwell's equations are

$$-\frac{dH}{dz}=\sigma E,\qquad \frac{dE}{dz}=-i\omega\mu_0H .$$

Differentiating the first and inserting the second gives $H''=-\sigma E'=i\omega\mu_0\sigma H$. Hence $H''=k^2H$ with

$$k^2=i\omega\mu_0(\sigma_1-i\sigma_2)=\frac{1}{\lambda^2}+i\omega\mu_0\sigma_1=\frac{1+is}{\lambda^2}.$$

The solution that decays inward is $H=H_0e^{-kz}$. To leading order in $s$, $k=1/\lambda$ and $\sigma=-i\sigma_2$, so

$$E=\frac{kH}{\sigma}\simeq\frac{H_0e^{-z/\lambda}}{-i\lambda\sigma_2}=i\mu_0\omega\lambda H_0e^{-z/\lambda}.$$

The heat per surface area is

$$P=\int_0^\infty\tfrac12\sigma_1|E|^2dz=\tfrac12\sigma_1(\mu_0\omega\lambda)^2|H_0|^2\int_0^\infty e^{-2z/\lambda}dz=\tfrac12\sigma_1(\mu_0\omega\lambda)^2|H_0|^2\,\frac{\lambda}{2}.$$

The surface resistance is defined by $P=\tfrac12R_s|H_0|^2$, which gives (1). The factors can now be read off. Both powers of $\omega$ come from the squared accelerating field. Two powers of $\lambda$ come from the same square, and the third is the heated depth. The factor 1/2 arises because $|E|^2$ decays twice as fast as $E$.

**The size of the next term.** The surface impedance gives a second derivation. Since $k^2=i\omega\mu_0\sigma$,

$$Z_s=\frac{E(0)}{H(0)}=\frac{k}{\sigma}=\frac{i\omega\mu_0}{k}=i\mu_0\omega\lambda(1+is)^{-1/2}.$$

Expanding the root,

$$(1+is)^{-1/2}=1-\frac{is}{2}-\frac{3s^2}{8}+\frac{5is^3}{16}+\dots$$

Multiplication by $i$ turns the odd terms real:

$$\mathrm{Re}\,Z_s=\mu_0\omega\lambda\,\frac s2\left(1-\frac{5s^2}{8}+\dots\right).$$

Because $\mu_0\omega\lambda s/2=\mu_0^2\omega^2\lambda^3\sigma_1/2$, the leading term is (1) again. The reactance is $\mu_0\omega\lambda$ to leading order.

**The opposite limit.** For $s\gg1$, $Z_s\to\sqrt{i\omega\mu_0/\sigma_1}$. Since $\sqrt i=(1+i)/\sqrt2$, this gives $R_s=\sqrt{\mu_0\omega/2\sigma_1}$, the normal skin effect. Equation (1) therefore fails close to the critical temperature, where $\lambda$ grows and $s$ is no longer small.

## Contribution 4: finite film thickness

For a film of thickness $d$ with $H=0$ at its rear face, $H=H_0\sinh[k(d-z)]/\sinh(kd)$. Then $E(0)=-H'(0)/\sigma=(k/\sigma)H_0\coth(kd)$. With $x=d/\lambda$ and $k\lambda=\kappa=\sqrt{1+is}\simeq1+is/2$,

$$Z=i\mu_0\omega\lambda\,\frac{\coth(\kappa x)}{\kappa}.$$

The derivative of $\coth(\kappa x)/\kappa$ at $\kappa=1$ is $-\coth x-x/\sinh^2x$. Multiplying it by $is/2$ and by the prefactor $i\mu_0\omega\lambda$ gives the real part

$$R_{\rm film}=R_s\left(\coth x+\frac{x}{\sinh^2x}\right).\qquad (4)$$

For $x\gg1$ the bracket tends to 1. For $x\ll1$ it tends to $2/x$, so $R_{\rm film}\to\mu_0^2\omega^2\lambda^4\sigma_1/d$. A thin film dissipates more because the same current is squeezed into less material and needs a larger accelerating field.

## Contribution 5: the values of $\sigma_1$ and $\lambda$

Equation (1) takes $\sigma_1$ and $\lambda$ as inputs. For a dirty superconductor, whose mean free path is much shorter than its coherence length, they follow from the Mattis–Bardeen integrals. These are taken here as the starting point. With normal conductivity $\sigma_n$, gap $\Delta$, Fermi function $f$ and $\hbar\omega<2\Delta$,

$$\frac{\sigma_1}{\sigma_n}=\frac{2}{\hbar\omega}\int_\Delta^\infty\frac{[f(\epsilon)-f(\epsilon+\hbar\omega)]\,(\epsilon^2+\Delta^2+\hbar\omega\epsilon)}{\sqrt{\epsilon^2-\Delta^2}\sqrt{(\epsilon+\hbar\omega)^2-\Delta^2}}\,d\epsilon,$$

$$\frac{\sigma_2}{\sigma_n}=\frac{1}{\hbar\omega}\int_{\Delta-\hbar\omega}^{\Delta}\frac{[1-2f(\epsilon+\hbar\omega)]\,(\epsilon^2+\Delta^2+\hbar\omega\epsilon)}{\sqrt{\Delta^2-\epsilon^2}\sqrt{(\epsilon+\hbar\omega)^2-\Delta^2}}\,d\epsilon .$$

**Penetration depth.** For $\hbar\omega\ll\Delta,kT$ all energies in the second integral lie near $\Delta$. The occupation factor becomes $\tanh(\Delta/2kT)$ and the numerator $2\Delta^2$. With $u=\Delta-\epsilon$ the roots become $2\Delta\sqrt{u(\hbar\omega-u)}$, and $\int_0^{\hbar\omega}du/\sqrt{u(\hbar\omega-u)}=\pi$. Thus

$$\frac{\sigma_2}{\sigma_n}=\frac{\pi\Delta}{\hbar\omega}\tanh\frac{\Delta}{2kT},\qquad \lambda^2=\frac{1}{\mu_0\omega\sigma_2}=\frac{\hbar}{\pi\mu_0\sigma_n\Delta\tanh(\Delta/2kT)} .$$

**Dissipative conductivity.** For $\hbar\omega,kT\ll\Delta$ put $\epsilon=\Delta+u$ with $u\ll\Delta$. The fraction without the Fermi functions becomes $\Delta/\sqrt{u(u+\hbar\omega)}$, and the Fermi functions become Boltzmann factors:

$$\frac{\sigma_1}{\sigma_n}\simeq\frac{2\Delta}{\hbar\omega}e^{-\Delta/kT}\left(1-e^{-\hbar\omega/kT}\right)\int_0^\infty\frac{e^{-u/kT}\,du}{\sqrt{u(u+\hbar\omega)}} .$$

Let $y=\hbar\omega/2kT$ and $u+\hbar\omega/2=(\hbar\omega/2)\cosh\theta$. The integral is then $e^{y}\int_0^\infty e^{-y\cosh\theta}d\theta=e^yK_0(y)$. Since $(1-e^{-2y})e^y=2\sinh y$,

$$\frac{\sigma_1}{\sigma_n}\simeq\frac{4\Delta}{\hbar\omega}e^{-\Delta/kT}\sinh(y)K_0(y).\qquad (5)$$

For small $y$, $\sinh y\simeq y$ and $K_0(y)\simeq\ln(2/y)-0.577$. So $\sigma_1$ rises logarithmically as the frequency falls, and the effective exponent of $R_s$ is about $2-1/K_0(y)$. The pure $\omega^2$ law holds at fixed $\sigma_1$ and $\lambda$.

## The numbers for a niobium-like line

The inputs are rough typical values: gap 1.5 meV, critical temperature 9.2 K, normal resistivity 6 µΩ cm and film thickness 300 nm. The integrals give $\sigma_1=0.400\,\sigma_n=6.66\times10^6$ S/m and $\lambda=82.9$ nm. The ratio $s$ is 0.0036, so the correction $5s^2/8$ is negligible. With $\mu_0\omega=7.896\times10^4$ Ω/m,

$$R_s=\tfrac12(7.896\times10^4)^2(82.9\times10^{-9})^3(6.66\times10^6)\ \Omega\simeq11.8\ \mu\Omega .$$

A finite-difference solution of $H''=k^2H$ with the same inputs gives 11.828 µΩ from the heat integral and from the energy flow, in agreement with (1). A thick conductor with the normal-state $\sigma_n$ would have 48.7 mΩ, about 4100 times more.

A peak current of 1 mA spread evenly over a strip 5 µm wide gives $H_0=200$ A/m. The surface field is $\mu_0\omega\lambda H_0=1.31$ V/m, and the heat is $\tfrac12R_sH_0^2=0.24$ W/m². This field inside a "zero-resistance" metal is what drives the loss.

**From surface to line.** Place the strip, of width $w$, over a ground plane of the same film, with a dielectric of thickness $a=200$ nm and relative permittivity $\varepsilon_r=4$ between them. The series resistance per length is $R'=2R_{\rm film}/w$. With inductance $L'$ and capacitance $C'$ per length and $R'\ll\omega L'$, the propagation constant is

$$\gamma=\sqrt{(R'+i\omega L')\,i\omega C'}\simeq i\omega\sqrt{L'C'}\left(1+\frac{R'}{2i\omega L'}\right).$$

Its real part is $\alpha=R'/2Z_0=R_{\rm film}/(wZ_0)$, where $Z_0=\sqrt{L'/C'}$. Here $x=3.62$, so (4) raises the resistance by 1.2% to 11.97 µΩ. For a wide strip, $wL'=\mu_0(a+2\lambda\coth x)$, where the second term is the reactance of the two films divided by $\omega$, and $C'/w=\varepsilon_0\varepsilon_r/a$. Hence $wZ_0=\sqrt{\mu_0a(a+2\lambda\coth x)/(\varepsilon_0\varepsilon_r)}=50.97$ Ω µm, and

$$\alpha=\frac{11.97\times10^{-6}\ \Omega}{50.97\times10^{-6}\ \Omega\,\mathrm m}=0.235\ \mathrm{Np/m}=2.04\ \mathrm{dB/m}.$$

Over 5 mm this is 0.01 dB, and zero resistance is a fair approximation for the signal amplitude. In a resonator made from the same line it is not. The conductor-limited quality factor is $\omega L'/R'$. Multiplied by the width $w$, $\omega L'$ is $15.8+2\times6.55\simeq28.9$ mΩ and $R'$ is 23.9 µΩ, so the quality factor is about 1200. A dielectric loss tangent of $10^{-3}$ adds 2.46 dB/m, slightly more than the metal. With normal-state films the same wide-strip formula gives 12.5 dB/mm. For a strip only 5 µm wide the loss is nearer 10 dB/mm, because the return current spreads sideways in the resistive ground plane.

## Weighing what the model leaves out

| Change, other inputs held as stated | $R_s$ (µΩ) |
|---|---|
| Reference | 11.8 |
| $\sigma_1=(T/T_c)^4\sigma_n$, same $\lambda$ | 1.3 |
| $\lambda$ for finite mean free path, same $\sigma_1$ | 16.5 |
| Gap 5% lower / higher | 15.0 / 9.3 |
| Temperature 2 K, same gap | 0.19 |

Cooling to 2 K changes the result most. Among the modelling choices in the table, that of $\sigma_1$ matters most. The simple normal fraction $(T/T_c)^4=0.043$ misses the enhancement from the square-root singularities at the gap edge, which the coherence factor in the integral nearly doubles, and underestimates the loss ninefold. The same singularities produce the logarithm in (5). At 10 GHz the local frequency exponent is 1.68, against 2 for constant $\sigma_1$.

The row for $\lambda$ shows that the dirty limit is only moderately good here. With a mean free path of about 6.7 nm and a coherence length of about 42 nm, the penetration depth is 92.7 nm rather than 83 nm. The 12% change becomes 40% in $\lambda^3$. The accompanying change in $\sigma_1$ is only about 0.1%.

The dependence on film purity also needs care. At fixed $\lambda$, doubling $\sigma_1$ doubles the loss. In the dirty limit, however, $\sigma_1$ and $\sigma_2$ both scale with $\sigma_n$, so $Z_s=\sqrt{i\omega\mu_0/\sigma}$ scales as $\sigma_n^{-1/2}$. Halving the resistivity at fixed gap and temperature then lowers $R_s$ to 8.4 µΩ. This rule needs the dirty limit. With the mean free path estimated above, $\lambda$ shrinks less as the film gets purer, and halving the resistivity lowers $R_s$ by only about 12%.

Other neglected effects are smaller. The range of the nonlocal response is about 7% of $\lambda$, $\omega\tau$ is about 0.001, and displacement current is $3\times10^{-10}$ of the supercurrent. The frequency is far below the pair-breaking threshold of 725 GHz. That threshold also limits the switching calculation: its decay time of 58 fs involves frequencies at which a constant $\sigma_1$ no longer applies, so the value should not be taken literally.

For a real niobium line, the inputs above are of the usual size, but the result is an estimate for an ideal film. With $\sigma_1$ taken from the Mattis–Bardeen integrals, the change of $\lambda$ beyond the dirty limit and a 5% error in the gap each move it by tens of percent. Trapped flux, residual surface loss and smearing of the gap edge are not included. Nor is the uneven current distribution of a strip of finite width. Crowding at the edges raises the loss, while spreading of the current in the ground plane and onto the other faces of the strip lowers it. For the dimensions used here the spreading wins, and the series resistance per length is about 23% below the wide-strip value. The attenuation falls by less, about 11% with air above the strip and 7% with the strip embedded in the dielectric, because the line impedance falls too. On cooling to 2 K the thermal part falls about sixtyfold at fixed gap, and about eightyfold if the gap widens by 3%, as weak-coupling theory gives for $T_c=9.2$ K (that theory's zero-temperature gap is 1.40 meV; a weak-coupling curve through 1.5 meV at 4.2 K widens by 2% and gives a factor of about 75), so any loss that does not freeze out gains weight accordingly. Most of the values quoted are in the numerical output below.

## Numbers as computed

```
Inputs: T = 4.2 K, Tc = 9.2 K, f = 10 GHz
Inputs: gap = 1.50 meV, rho_n = 6.0 uOhm cm
Inputs: film 300 nm, dielectric 200 nm, eps_r = 4.0, tan delta = 0.001
Inputs: strip 5 um, peak current 1 mA
Inputs: rho*path = 4.0e-16 Ohm m2, vF = 3.0e+05 m/s
omega = 6.2832e+10 rad/s, mu0*omega = 7.8957e+04 Ohm/m
gap/kT = 4.144, hbar*omega/gap = 0.0276
sigma_n = 1.667e+07 S/m
sigma1/sigma_n: quadrature 0.3996, cold form 0.3920
(T/Tc)^4 normal fraction = 0.0434
sigma1 = 6.661e+06 S/m, sigma2 = 1.843e+09 S/m, s = 0.00361
lambda: quadrature 82.90 nm, dirty formula 82.97 nm
field decay time mu0*lambda^2*sigma1 = 57.5 fs
Rs formula = 11.828 uOhm
Rs field equation: heat 11.828, flow 11.828 uOhm
Reactance mu0*omega*lambda = 6.545 mOhm
Rs thick normal state = 48.67 mOhm
Rs gain on doubling omega 3.9999, lambda 7.9990, sigma1 2.0000
Correction coefficient of s^2 at s = 0.1: 0.6203 (5/8 = 0.625)
Time test s = 0.05: ac heat 0.024938, s/2 = 0.025000, superfluid work -1.3e-10 (scaled)
Time test dc: heat 0.500000, stored energy 0.500000 (units mu0 lambda^2 J0^2), field left/initial 2.1e-09
Surface H = 200 A/m, B = 0.251 mT, E = 1.309 V/m
Heat per area = 0.2366 W/m2
Film: d/lambda = 3.619, factor 1.0119, Rs = 11.968 uOhm
Line impedance times width = 50.97 Ohm um, Z0 = 10.19 Ohm
Attenuation superconductor = 0.2348 Np/m = 2.040 dB/m
Attenuation added by dielectric = 2.463 dB/m
Attenuation normal-state line = 12.46 dB/mm
Mean free path = 6.67 nm, xi0 = 41.9 nm, kernel range/lambda = 0.069
lambda at this mean free path = 92.66 nm, lambda^3 ratio 1.396
omega*tau = 1.40e-03, displacement/supercurrent = 3.0e-10
Pair-breaking frequency 2*gap/h = 725 GHz
Local frequency exponent of Rs with microscopic sigma1 = 1.681
Rs for gap 5% lower 15.04, 5% higher 9.32 uOhm
Rs at half the resistivity (dirty limit) = 8.364 uOhm
Rs at 2 K, same gap = 0.1892 uOhm
```
